# Richardson Emission over a Dielectric Barrier from a Maxwellian Tail: a numerical check

```python
"""Richardson emission from an electrode over a barrier into a dielectric.

Result under test:
    J = A T^2 exp(-phi/(kB T)),   A = e m kB^2 / (2 pi^2 hbar^3)
J    one-way current density (magnitude), unit transmission above the barrier
phi  barrier maximum measured from the electrode Fermi level
m    effective mass in the dielectric (parabolic band, two spin states)
The closed forms are compared with direct quadrature over wave vectors.
"""
import numpy as np
import mpmath as mp
from scipy.constants import e, hbar, k as kB, m_e, pi
from scipy.special import expit

NODES, WEIGHTS = np.polynomial.legendre.leggauss(60)


def quadrature_emission(phi_eV, T, mass, dim=3, fermi=False):
    """Sum velocity times occupation over wave vectors, k_normal > 0.

    The wave-vector grid is the same at every temperature.
    """
    k_max = 8.0 * np.sqrt(2 * mass * kB * 500.0) / hbar
    k_side, w_side = NODES * k_max, WEIGHTS * k_max
    k_norm, w_norm = (NODES + 1) * k_max / 2, WEIGHTS * k_max / 2
    e_side = (hbar * k_side)**2 / (2 * mass)
    e_norm = (hbar * k_norm)**2 / (2 * mass)
    e_trans, w_trans = np.zeros(1), np.ones(1)
    for _ in range(dim - 1):
        e_trans = np.add.outer(e_trans, e_side).ravel()
        w_trans = np.multiply.outer(w_trans, w_side).ravel()
    reduced = (phi_eV * e + e_trans[:, None] + e_norm[None, :]) / (kB * T)
    occupation = expit(-reduced) if fermi else np.exp(-reduced)
    states = 2 / (2 * pi)**dim * w_trans[:, None] * w_norm[None, :]
    filled = states * occupation
    flux = filled * (hbar * k_norm / mass)[None, :]
    total = flux.sum()
    return {"J": e * total,
            "density": 2 * filled.sum(),  # both signs of k_normal
            "E_normal": (flux * e_norm[None, :]).sum() / total,
            "E_trans": (flux * e_trans[:, None]).sum() / total}


def richardson_constant(mass):
    return e * mass * kB**2 / (2 * pi**2 * hbar**3)


def richardson(phi_eV, T, mass):
    return richardson_constant(mass) * T**2 * np.exp(-phi_eV * e / (kB * T))


def metal_side_emission(phi_eV, T, m_metal, m_diel, depth_eV):
    """Integrate over metal states that can enter the dielectric.

    depth_eV: barrier maximum minus bottom of the metal band.
    Energy and transverse wave vector are conserved; m_diel <= m_metal.
    """
    kt_max = np.sqrt(45 * 2 * m_diel * kB * T) / hbar
    total = 0.0
    for x, w in zip(NODES, WEIGHTS):
        kt, wt = (x + 1) * kt_max / 2, w * kt_max / 2
        low_sq = (2 * m_metal * depth_eV * e / hbar**2
                  + kt**2 * (m_metal / m_diel - 1))
        low = np.sqrt(low_sq)
        high = np.sqrt(low_sq + 45 * 2 * m_metal * kB * T / hbar**2)
        kz = low + (NODES + 1) * (high - low) / 2
        wz = WEIGHTS * (high - low) / 2
        energy = (hbar**2 * (kz**2 + kt**2) / (2 * m_metal)
                  + (phi_eV - depth_eV) * e)  # from the Fermi level
        occupation = np.exp(-energy / (kB * T))
        total += 2 * pi * kt * wt * np.sum(wz * hbar * kz / m_metal
                                           * occupation)
    return e * 2 / (2 * pi)**3 * total


def close(a, b, tol):
    return abs(a / b - 1) < tol


phi, mass_ratio, T_hot, T_cold = 1.20, 0.5, 400.0, 300.0
mass = mass_ratio * m_e
A = richardson_constant(mass)
kT_eV = kB * T_hot / e

# Main result at two temperatures
hot = quadrature_emission(phi, T_hot, mass)
cold = quadrature_emission(phi, T_cold, mass)
assert close(hot["J"], richardson(phi, T_hot, mass), 1e-9)
assert close(cold["J"], richardson(phi, T_cold, mass), 1e-9)

# Transverse and normal factors, and the power of T in each dimension
area_k = 2 * pi * mass * kB * T_hot / hbar**2
normal_rate = kB * T_hot / hbar
powers = {}
for dim in (1, 2, 3):
    J_hot = quadrature_emission(phi, T_hot, mass, dim)["J"]
    J_cold = quadrature_emission(phi, T_cold, mass, dim)["J"]
    formula = (2 * e / (2 * pi)**dim * area_k**((dim - 1) / 2)
               * normal_rate * np.exp(-phi / kT_eV))
    assert close(J_hot, formula, 1e-9)
    log_prefactor = (np.log(J_hot / J_cold)
                     + phi * e / kB * (1 / T_hot - 1 / T_cold))
    powers[dim] = log_prefactor / np.log(T_hot / T_cold)
    assert abs(powers[dim] - (dim + 1) / 2) < 1e-8

# Kinetic form: charge times density times mean speed over four
density = (2 * (mass * kB * T_hot / (2 * pi * hbar**2))**1.5
           * np.exp(-phi / kT_eV))
mean_speed = np.sqrt(8 * kB * T_hot / (pi * mass))
assert close(hot["density"], density, 1e-9)
assert close(hot["J"], e * density * mean_speed / 4, 1e-9)

# Mean kinetic energies of the emitted electrons
assert close(hot["E_normal"], kB * T_hot, 1e-9)
assert close(hot["E_trans"], kB * T_hot, 1e-9)

# Full Fermi occupation against the alternating series and its bound
tail_errors = []
for low_phi in (0.05, 0.10):
    x = low_phi / kT_eV
    J_fermi = quadrature_emission(low_phi, T_hot, mass, fermi=True)["J"]
    series = float(mp.nsum(lambda j: (-1)**(int(j) + 1)
                           * mp.exp(-j * x) / j**2, [1, mp.inf]))
    assert close(J_fermi, A * T_hot**2 * series, 1e-7)
    deficit = 1 - J_fermi / richardson(low_phi, T_hot, mass)
    bound = np.exp(-x) / 4
    assert 0 < deficit < bound
    tail_errors.append((low_phi, deficit, bound))

# The dielectric mass, not the metal mass, fixes the constant
depth = 7.0
J_metal = metal_side_emission(phi, T_hot, m_e, mass, depth)
J_normal_only = metal_side_emission(phi, T_hot, m_e, m_e, depth)
assert close(J_metal, hot["J"], 1e-8)
assert close(J_normal_only, richardson(phi, T_hot, m_e), 1e-8)

# Richardson plot and plain Arrhenius slope, from quadrature currents
temps = np.linspace(350.0, 450.0, 6)


def richardson_fit(barriers):
    currents = np.array([quadrature_emission(b, T, mass)["J"]
                         for b, T in zip(barriers, temps)])
    slope, intercept = np.polyfit(1 / temps, np.log(currents / temps**2), 1)
    return -slope * kB / e, np.exp(intercept)


phi_fit, A_fit = richardson_fit(np.full(temps.size, phi))
assert abs(phi_fit - phi) < 1e-7 and close(A_fit, A, 1e-6)
beta, step = 1 / kT_eV, 1e-3 / kT_eV
J_pair = [quadrature_emission(phi, e / (kB * b), mass)["J"]
          for b in (beta - step, beta + step)]
E_arrhenius = np.log(J_pair[0] / J_pair[1]) / (2 * step)
assert abs(E_arrhenius - (phi + 2 * kT_eV)) < 1e-6

# Barrier that varies linearly with temperature
phi_zero, alpha = 1.24, -1.0e-4
phi_app, A_app = richardson_fit(phi_zero + alpha * temps)
assert abs(phi_app - phi_zero) < 1e-7
assert close(A_app, A * np.exp(-alpha * e / kB), 1e-6)

cm2 = 1e-4  # converts A/m^2 to A/cm^2
print(f"Barrier phi: {phi:.2f} eV")
print(f"Dielectric effective mass: {mass_ratio:.2f} m_e")
print(f"Temperatures: {T_hot:.0f} K and {T_cold:.0f} K")
print(f"kB T at {T_hot:.0f} K: {1e3 * kT_eV:.3f} meV")
print(f"phi/(kB T) at {T_hot:.0f} K: {phi / kT_eV:.4f}")
print(f"A for m = m_e: {richardson_constant(m_e) * cm2:.3f} A/(cm^2 K^2)")
print(f"A for the dielectric: {A * cm2:.3f} A/(cm^2 K^2)")
print(f"Transverse integral at {T_hot:.0f} K: {area_k:.4e} m^-2")
print(f"Normal integral at {T_hot:.0f} K: {normal_rate:.4e} s^-1")
print(f"A T^2 at {T_hot:.0f} K: {A * T_hot**2 * cm2:.4e} A/cm^2")
print(f"exp(-phi/kB T) at {T_hot:.0f} K: {np.exp(-phi / kT_eV):.4e}")
print(f"J formula, {T_hot:.0f} K: "
      f"{richardson(phi, T_hot, mass) * cm2:.4e} A/cm^2")
print(f"J quadrature, {T_hot:.0f} K: {hot['J'] * cm2:.4e} A/cm^2")
print(f"J formula, {T_hot:.0f} K: "
      f"{richardson(phi, T_hot, mass):.4e} A/m^2")
print(f"J formula, {T_cold:.0f} K: "
      f"{richardson(phi, T_cold, mass) * cm2:.4e} A/cm^2")
print(f"J quadrature, {T_cold:.0f} K: {cold['J'] * cm2:.4e} A/cm^2")
print(f"J ratio {T_hot:.0f} K / {T_cold:.0f} K: {hot['J'] / cold['J']:.4e}")
print(f"T^2 part of that ratio: {(T_hot / T_cold)**2:.4f}")
for dim in powers:
    print(f"Power of T in the prefactor, {dim}D: {powers[dim]:.6f}")
print(f"Two-way gas density n, {T_hot:.0f} K: {density:.4e} m^-3")
print(f"Mean speed, {T_hot:.0f} K: {mean_speed:.4e} m/s")
print(f"Mean normal energy of emitted: {1e3 * hot['E_normal'] / e:.3f} meV")
print(f"Mean transverse energy of emitted: "
      f"{1e3 * hot['E_trans'] / e:.3f} meV")
for low_phi, deficit, bound in tail_errors:
    print(f"phi = {low_phi:.2f} eV, {T_hot:.0f} K: 1 - J_FD/J = "
          f"{deficit:.5f}, bound {bound:.5f}")
print(f"Tail error bound for phi = {phi:.2f} eV, {T_hot:.0f} K: "
      f"{np.exp(-phi / kT_eV) / 4:.2e}")
print(f"Metal mass: {1.0:.2f} m_e; band bottom {depth:.1f} eV below barrier")
print(f"J from metal side, k_t conserved: {J_metal * cm2:.4e} A/cm^2")
print(f"J from normal-energy rule alone: {J_normal_only * cm2:.4e} A/cm^2")
print(f"Fit range: {temps[0]:.0f} to {temps[-1]:.0f} K, {temps.size} points")
print(f"Barrier from Richardson plot: {phi_fit:.5f} eV")
print(f"A from Richardson plot: {A_fit * cm2:.3f} A/(cm^2 K^2)")
print(f"Arrhenius energy of J at {T_hot:.0f} K: {E_arrhenius:.5f} eV")
print(f"Varying barrier: phi0 = {phi_zero:.2f} eV, "
      f"alpha = {1e3 * alpha:.2f} meV/K")
print(f"Varying barrier at {T_hot:.0f} K: {phi_zero + alpha * T_hot:.2f} eV")
print(f"Its apparent barrier: {phi_app:.5f} eV")
print(f"Its apparent A: {A_app * cm2:.3f} A/(cm^2 K^2)")
print(f"Apparent A / true A: {A_app / A:.4f}")
print("all tests passed")
```

Printed output:

```
Barrier phi: 1.20 eV
Dielectric effective mass: 0.50 m_e
Temperatures: 400 K and 300 K
kB T at 400 K: 34.469 meV
phi/(kB T) at 400 K: 34.8136
A for m = m_e: 120.173 A/(cm^2 K^2)
A for the dielectric: 60.087 A/(cm^2 K^2)
Transverse integral at 400 K: 1.4211e+18 m^-2
Normal integral at 400 K: 5.2368e+13 s^-1
A T^2 at 400 K: 9.6139e+06 A/cm^2
exp(-phi/kB T) at 400 K: 7.5974e-16
J formula, 400 K: 7.3040e-09 A/cm^2
J quadrature, 400 K: 7.3040e-09 A/cm^2
J formula, 400 K: 7.3040e-05 A/m^2
J formula, 300 K: 3.7489e-14 A/cm^2
J quadrature, 300 K: 3.7489e-14 A/cm^2
J ratio 400 K / 300 K: 1.9483e+05
T^2 part of that ratio: 1.7778
Power of T in the prefactor, 1D: 1.000000
Power of T in the prefactor, 2D: 1.500000
Power of T in the prefactor, 3D: 2.000000
Two-way gas density n, 400 K: 1.0378e+10 m^-3
Mean speed, 400 K: 1.7572e+05 m/s
Mean normal energy of emitted: 34.469 meV
Mean transverse energy of emitted: 34.469 meV
phi = 0.05 eV, 400 K: 1 - J_FD/J = 0.05320, bound 0.05861
phi = 0.10 eV, 400 K: 1 - J_FD/J = 0.01341, bound 0.01374
Tail error bound for phi = 1.20 eV, 400 K: 1.90e-16
Metal mass: 1.00 m_e; band bottom 7.0 eV below barrier
J from metal side, k_t conserved: 7.3040e-09 A/cm^2
J from normal-energy rule alone: 1.4608e-08 A/cm^2
Fit range: 350 to 450 K, 6 points
Barrier from Richardson plot: 1.20000 eV
A from Richardson plot: 60.087 A/(cm^2 K^2)
Arrhenius energy of J at 400 K: 1.26894 eV
Varying barrier: phi0 = 1.24 eV, alpha = -0.10 meV/K
Varying barrier at 400 K: 1.20 eV
Its apparent barrier: 1.24000 eV
Its apparent A: 191.759 A/(cm^2 K^2)
Apparent A / true A: 3.1914
all tests passed
```
